\section*{Why Alternating-Field Hall Detection Helps Low-Mobility Films}

\section{The offset and the Hall voltage}

\textbf{Q.} I am trying to measure the Hall effect in a film with a mobility below $1\ \mathrm{cm^2/Vs}$. The Hall contacts show tens of millivolts before I switch on the magnet, and the field hardly changes the reading. Where does this voltage come from?

\textbf{A.} Probably from contacts that do not face each other. Take a uniform film of thickness $t$ in the form of a long bar of width $w$, with current $I$ along $x$ and field $B$ along $z$. The lower Hall contact is at $(x_0,0)$ and the upper one at $(x_0+\delta,w)$. I use atomic units in the algebra, so the elementary charge is 1, and I take positive carriers. For electrons the Hall voltage changes sign.

In the simplest model, carriers of density $p$ and mobility $\mu$ drift with a velocity $\mathbf v$ at which drag balances the electric and magnetic forces:
\begin{equation}
\frac{\mathbf v}{\mu}=\mathbf E+\mathbf v\times\mathbf B .
\end{equation}
The current per unit width is $\mathbf K=pt\,\mathbf v$. Solving for $\mathbf E$, with $(\mathbf v\times\mathbf B)_x=v_yB$ and $(\mathbf v\times\mathbf B)_y=-v_xB$, gives
\begin{align}
E_x&=R_s(K_x-\mu B K_y), & E_y&=R_s(K_y+\mu B K_x),
\end{align}
where $R_s=1/(p\mu t)$ is the sheet resistance. Far from the ends $K_y=0$ and $K_x=I/w$. The voltage of the lower contact relative to the upper one is the integral of $\mathbf E$ from lower to upper:
\begin{align}
V&=E_x\delta+E_yw\notag\\
&=R_s\frac{I}{w}\delta+R_s\mu B\frac{I}{w}w
=IR_s(a+\mu B),\qquad a=\frac{\delta}{w}. \label{eq:V}
\end{align}
The first term is the misalignment offset $V_{\rm off}=IR_sa$. The second is the Hall voltage $V_H=IR_s\mu B=IB/(pt)$. Their ratio is
\begin{equation}
\frac{V_{\rm off}}{V_H}=\frac{a}{\mu B}. \label{eq:ratio}
\end{equation}

The drag model can be dropped if $\mu$ is defined as the Hall mobility, the measured ratio of transverse to longitudinal resistivity divided by $B$. Equation~\eqref{eq:V} then needs an isotropic, uniform film whose longitudinal resistance does not depend on $B$ and whose Hall resistance is linear in $B$.

\textbf{Q.} Does the low mobility make the Hall voltage small, or the offset large?

\textbf{A.} That depends on what you hold fixed. At fixed current, density, thickness and field, $V_H=IB/(pt)$ does not contain the mobility, while the offset grows as $1/\mu$. If you hold $IR_s$ fixed instead, perhaps because the source has reached its voltage limit, the offset stays put and the Hall voltage falls in proportion to $\mu$. The ratio \eqref{eq:ratio} is the same in both cases.

\textbf{Q.} Please put numbers to it.

\textbf{A.} Let the film be $1000$ nm thick, with $p=10^{17}\ \mathrm{cm^{-3}}$ and $\mu=0.5\ \mathrm{cm^2/Vs}$. The bar is 5 mm wide, the contacts are displaced by 0.1 mm, the current is $1\ \mu$A and the field is 0.5 T. Then $a=0.1/5=0.02$. In atomic units $\mu=11.75$ and $B=2.127\times10^{-6}$, so $\mu B=2.5\times10^{-5}$, a pure number that is the same in any consistent units.

With the elementary charge $e$ restored, $R_s=1/(ep\mu t)=1.248\ \mathrm{M\Omega}$, so $IR_s=1.248$ V and
\begin{align}
V_{\rm off}&=1.248\ \mathrm V\times0.02=25.0\ \mathrm{mV},\\
V_H&=1.248\ \mathrm V\times2.5\times10^{-5}=31.2\ \mu\mathrm V .
\end{align}
The offset is 800 times the Hall voltage. With the same $a$ and $B$, the ratio is 4 at $100\ \mathrm{cm^2/Vs}$ and 40\,000 at $0.01\ \mathrm{cm^2/Vs}$.

\section{What goes wrong with a steady field}

\textbf{Q.} But I can reverse the magnet. The offset does not change sign and the Hall voltage does, so half the difference should be clean.

\textbf{A.} It is clean if the offset is constant. A large static offset uses up voltmeter range, but it is not by itself an error after field reversal. The trouble is that the offset changes while you reverse the magnet.

Let the offset be $V_{\rm off}+rs$, where $s$ is time measured from the middle of the sequence and $r$ is the drift rate. Let the readings at $+B$ and $-B$ have mean times $-\tau/2$ and $+\tau/2$. Half their difference is
\begin{align}
\frac{V_+-V_-}{2}
&=\frac12\left[\left(V_{\rm off}-\frac{r\tau}{2}+V_H\right)-\left(V_{\rm off}+\frac{r\tau}{2}-V_H\right)\right]\notag\\
&=V_H-\frac{r\tau}{2}. \label{eq:dc}
\end{align}

\textbf{Q.} How steady must the film be?

\textbf{A.} Suppose the resistance is thermally activated, $R_s\propto\exp(E_a/kT)$, with $E_a=0.1$ eV. Its fractional slope is
\begin{equation}
\frac{1}{R_s}\frac{dR_s}{dT}=-\frac{E_a}{kT^2}\equiv-c .
\end{equation}
At 300 K this gives $c=1.289\,\%$ per kelvin. A temperature change $\Delta T$ between the two polarities changes the offset by $cV_{\rm off}\Delta T$ in magnitude, and half of that enters the result. The error equals the whole Hall voltage when
\begin{equation}
\Delta T=\frac{2}{c}\frac{V_H}{V_{\rm off}}=\frac{2}{0.01289\times800}\ \mathrm K=0.19\ \mathrm K .
\end{equation}
At fixed $a$, $B$ and $c$ this temperature is proportional to the mobility, so a worse film needs a steadier stage.

Now let the film warm at 0.2 mK/s, and let $\tau=120$ s because a large magnet takes time to ramp and settle. Then
\begin{equation}
r=-cV_{\rm off}\frac{dT}{dt}=-0.0644\ \mu\mathrm{V/s},
\end{equation}
and the error $-r\tau/2$ is $+3.86\ \mu$V, or 12\,\% of the Hall voltage.

\textbf{Q.} Could I not measure in the order $+,-,-,+$?

\textbf{A.} Yes, and for a smooth ramp it works well. With mean times $-3\tau/2,-\tau/2,\tau/2,3\tau/2$, the drift contributes
\begin{equation}
\frac{r\tau}{4}\left(-\frac32+\frac12-\frac12+\frac32\right)=0 .
\end{equation}
The curvature of the activated resistance remains. For the ramp above, evaluating the full exponential leaves an error of $0.002\ \mu$V. The sequence takes longer, however, and a drift that changes its rate during those minutes is in general not fully cancelled. Repeated field reversal is already a slow alternating-field method. The next step is to make the alternation faster than the drift.

\section{What the alternating field does}

\textbf{Q.} So I use $B(t)=B_0\cos\omega t$ and a lock-in amplifier. How much of the offset gets through?

\textbf{A.} Keep the current constant, and let the record start at $t_0$ and last a whole number of field periods, with total length $T_r$. Let the reference lag the field by a small phase error $d$. The in-phase output is
\begin{equation}
X=\frac{2}{T_r}\int_{t_0}^{t_0+T_r}V(t)\cos(\omega t-d)\,dt. \label{eq:X}
\end{equation}
For an offset $O(t)$, integration by parts gives
\begin{align}
X_O=\frac{2}{\omega T_r}\Big\{&[O(t_0+T_r)-O(t_0)]\sin(\omega t_0-d)\notag\\
&-\int_{t_0}^{t_0+T_r}\frac{dO}{dt}\sin(\omega t-d)\,dt\Big\}.
\end{align}
The sine has the same value at both ends because the record holds whole periods. A constant offset therefore contributes nothing, provided the record holds whole periods exactly. A record too long by a small time $\Delta t$ lets through about $(2V_{\rm off}\Delta t/T_r)\cos(\omega t_0-d)$; for $T_r=200$ s and a start at a field maximum, $\Delta t=1$ ms gives 0.8\,\% of the Hall voltage. Subtracting the mean of the record before demodulation removes this leak. An instrument that averages with $n$ RC stages of time constant $\tau_f$ instead of whole periods passes the offset as a ripple of amplitude $2V_{\rm off}/[1+(\omega\tau_f)^2]^{n/2}$, which at 0.1 Hz and $\tau_f=30$ s is $140\ \mu$V for $n=2$ and $0.39\ \mu$V for $n=4$. For linear drift, $dO/dt=r$, the last integral vanishes and the first bracket is $rT_r$, so
\begin{equation}
X_O=\frac{2r}{\omega}\sin(\omega t_0-d),\qquad |X_O|\le\frac{2|r|}{\omega}. \label{eq:drift}
\end{equation}

At 0.1 Hz, $\omega=0.628\ \mathrm{s^{-1}}$ and the bound is $0.205\ \mu$V, or 0.66\,\% of the Hall voltage. The steady-field error at the same drift rate and field amplitude was 12\,\%. The two differ because $\tau/2=60$ s has been replaced by $2/\omega=3.2$ s.

\textbf{Q.} Will a longer record reduce this error further?

\textbf{A.} Not for a steady linear drift with the uniform weighting of \eqref{eq:X}. The record length has cancelled from \eqref{eq:drift}: the averaging grows with $T_r$, but so does the total change of the offset. A weight that falls to zero at both ends behaves differently: a Hann window over $N\ge2$ periods lowers the magnitude of the leak by the factor $1/(N^2-1)$, to $0.0005\ \mu$V for 20 periods, and a least-squares fit that includes a slope removes a linear drift. The starting phase does matter. With $d=0$, a record that starts at a field maximum has no linear-drift error, and one that starts at a zero of the field has the largest.

\textbf{Q.} Does the alternating field also beat the noise of my megohm film?

\textbf{A.} It helps against slow noise, but not against white noise. If the one-sided noise density is $S$, an estimate $\int g(t)V(t)\,dt$ has variance $(S/2)\int g^2dt$. For the lock-in, $g=(2/T_r)\cos(\omega t-d)$, and for steady-field reversal without dead time, $g=\pm1/T_r$. Hence
\begin{align}
\sigma^2_{\rm ac}&=\frac S2\,\frac{4}{T_r^2}\,\frac{T_r}{2}=\frac{S}{T_r},&
\sigma^2_{\rm dc}&=\frac S2\,\frac{1}{T_r^2}\,T_r=\frac{S}{2T_r}.
\end{align}
At equal peak field and equal recording time the sinusoidal method has twice the variance, because the field is below its peak for most of the period. Here the loss is affordable. With $S=4kTR_s$ and $T_r=200$ s, the rms thermal noise is $0.010\ \mu$V. Small side contacts can raise the source resistance to a few times $R_s$, and the noise grows as the square root of that resistance. It still stays well below the drift bound of $0.205\ \mu$V. Such a source needs a meter of very high input resistance: a $10\ \mathrm{M\Omega}$ input on a source of $3R_s$ lowers the reading by 27\,\%. A film carrying current can also have excess low-frequency noise, which this estimate leaves out.

\section{The error that the alternating field brings in}

\textbf{Q.} With the current switched off, my lock-in still shows a signal at the field frequency. What is it?

\textbf{A.} It is induction. The voltmeter leads and the film form a loop. If its effective area is $A$, the flux is $AB_0\cos\omega t$ and Faraday's law gives
\begin{equation}
-\frac{d}{dt}(AB_0\cos\omega t)=V_{\rm ind}\sin\omega t,\qquad V_{\rm ind}=\omega AB_0 . \label{eq:ind}
\end{equation}
The sign follows the sense of the loop. The Hall voltage follows $B$ and the induced voltage follows $dB/dt$, so they are a quarter period apart. This is the quadrature error. I call the area effective because part of the loop runs through the film, where weak eddy currents also contribute in proportion to $dB/dt$.

With $A=0.5\ \mathrm{cm^2}$,
\begin{equation}
V_{\rm ind}=0.628\ \mathrm{s^{-1}}\times5\times10^{-5}\ \mathrm{m^2}\times0.5\ \mathrm T=15.7\ \mu\mathrm V,
\end{equation}
which is 50\,\% of the Hall voltage.

\textbf{Q.} If it is in quadrature, why should I care? I read the in-phase channel.

\textbf{A.} A perfect reference would reject it. To see what a phase error does, insert both signals in \eqref{eq:X} and use
\begin{align}
\cos\omega t\cos(\omega t-d)&=\tfrac12[\cos d+\cos(2\omega t-d)],\\
\sin\omega t\cos(\omega t-d)&=\tfrac12[\sin d+\sin(2\omega t-d)] .
\end{align}
The terms at $2\omega$ average to zero over whole periods. With the drift term added,
\begin{equation}
X=V_H\cos d+V_{\rm ind}\sin d+\frac{2r}{\omega}\sin(\omega t_0-d), \label{eq:full}
\end{equation}
where $V_H$ is now the amplitude $IR_s\mu B_0$. For $d=2^\circ$ the inductive leak is $15.7\ \mu\mathrm V\times\sin2^\circ=0.55\ \mu$V, or 1.8\,\% of the Hall voltage. The loss from $\cos d$ is 0.06\,\%.

Reading the magnitude is worse. Without drift the other channel, with $\sin(\omega t-d)$ as reference, gives $Y=-V_H\sin d+V_{\rm ind}\cos d$. In $X^2+Y^2$ the cross terms cancel, leaving
\begin{equation}
\sqrt{X^2+Y^2}=\sqrt{V_H^2+V_{\rm ind}^2},
\end{equation}
which is 12\,\% above $V_H$ here. The magnitude also loses the sign that tells holes from electrons.

\textbf{Q.} Would a stronger magnet help?

\textbf{A.} It helps against the offset, but not against induction. From $V_H=IR_s\mu B_0$ and \eqref{eq:ind},
\begin{equation}
\frac{V_{\rm ind}}{V_H}=\frac{\omega A}{\mu IR_s}=\frac{\omega Apt}{I}, \label{eq:indratio}
\end{equation}
and $B_0$ has cancelled. You can reduce the loop area, lower the frequency or raise the current. At fixed $I$, $p$ and $t$ the ratio does not depend on mobility; at fixed $IR_s$ it grows as $1/\mu$. In the example the two voltages are equal at $f=\mu IR_s/(2\pi A)=0.20$ Hz.

\textbf{Q.} Then there must be a best frequency.

\textbf{A.} For a single current polarity there is one in this model. Drift contributes at most $2|r|/\omega$ and induction contributes $\omega AB_0|\sin d|$. If $d$ does not change with frequency, setting the derivative of the sum to zero gives
\begin{equation}
-\frac{2|r|}{\omega^2}+AB_0|\sin d|=0
\quad\Rightarrow\quad
\omega_*^2=\frac{2|r|}{AB_0|\sin d|} .
\end{equation}
At $\omega_*$ the two contributions are equal. At 0.1 Hz they are 0.205 and $0.55\ \mu$V, so the best frequency for this sum lies below 0.1 Hz. Removing the inductive part by other means allows a higher frequency.

\section{Reversing the current}

\textbf{Q.} What other means are there?

\textbf{A.} Reverse the current. The Hall voltage and the offset change sign with $I$. The induced voltage does not, and neither does a thermoelectric voltage from an external temperature difference. Take one lock-in record at $+I$ and one at $-I$, with the same starting phase. The drift rate of the offset also changes sign with $I$, so
\begin{equation}
\frac{X(I)-X(-I)}{2}=V_H\cos d+\frac{2r}{\omega}\sin(\omega t_0-d). \label{eq:rev}
\end{equation}
The inductive term has gone without any need to know $A$ or $d$. The leads must stay in place between the records, since a changed loop area would leave a remainder.

I simulated this with the full activated resistance, keeping the mobility fixed so that the activation sits in the density. Each record lasts 200 s and starts at a zero of the field, close to the worst phase for drift. The true value is $31.21\ \mu$V. The record at $+I$ gives $31.53\ \mu$V, which is 1.0\,\% high. Current reversal gives $30.98\ \mu$V, 0.7\,\% low. Without the temperature ramp, current reversal gives $31.19\ \mu$V.

\textbf{Q.} Reversal moved the answer from slightly high to slightly low. That is not much of a gain.

\textbf{A.} At $+I$ two errors of opposite sign partly cancelled: $+0.55\ \mu$V from induction and $-0.20\ \mu$V from drift. Reversal removed the first and exposed the second. You can reduce the second by starting near a field maximum or by steadying the temperature. A start at a field maximum is the one most sensitive to an error in record length, and that leak also changes sign with the current, so subtract the mean of each record first. The partial cancellation depended on the sense of the lead loop and the direction of the drift, so you could not rely on it.

\textbf{Q.} Is anything left that neither the lock-in nor current reversal removes?

\textbf{A.} Yes, a temperature swing at the field frequency. If the film temperature contains $\theta\cos\omega t$, the offset contains $-cV_{\rm off}\theta\cos\omega t$. This has the phase of the Hall voltage and changes sign with the current. Its size relative to the Hall voltage is $c\theta V_{\rm off}/V_H$, which reaches 1\,\% at
\begin{equation}
\theta=\frac{0.01}{0.01289\times800}\ \mathrm K=0.97\ \mathrm{mK}.
\end{equation}

Coil heating in proportion to $B^2$ is less harmful, because $\cos^2\omega t=\tfrac12(1+\cos2\omega t)$ puts its swing at $2\omega$. A steady field $B_d$ from the same coil spoils this symmetry, since $(B_d+B_0\cos\omega t)^2$ contains $2B_dB_0\cos\omega t$. Keep the coil current free of a steady part and the film thermally well separated from the magnet. Better contact alignment reduces this error and the drift error together, because both are proportional to $a$.

\section{How far to trust the example}

\textbf{Q.} My film is kesterite, $\mathrm{Cu_2ZnSnS_4}$. Do your numbers describe it?

\textbf{A.} They are round values meant for that regime: a p-type polycrystalline film about a micrometre thick, with a Hall mobility of order $1\ \mathrm{cm^2/Vs}$. The carrier density varies widely between samples, so use your own sheet resistance. The drift rate, loop area and phase error describe an assumed apparatus.

Real films break the assumption of uniform thickness and density. A surface barrier of $\phi=0.3$ V with relative permittivity 7 depletes a depth $\sqrt{2\varepsilon\phi/(ep)}=48$ nm, where $\varepsilon$ is the permittivity of the film. One such surface removes about 5\,\% of the carriers in a 1000 nm film and raises the Hall voltage at fixed current by about 5\,\%. This estimate takes the acceptors as fully ionized, so that the space charge is $ep$. If the 0.1 eV activation sits in the density, the net acceptor density is several times $p$, the depleted depth is nearer 20 nm and the shift is about 2\,\%. The effect is then comparable to the inductive leak found above for the in-phase lock-in reading. Grain boundaries can matter more, and this model does not size them.

\textbf{Q.} And can I turn the Hall voltage into a carrier density?

\textbf{A.} With caution. For band transport with an energy-dependent relaxation time, the carrier density is the Hall density $IB/(etV_H)$ times a Hall factor $\langle\tau_r^2\rangle/\langle\tau_r\rangle^2$. The averages over energy $E$ carry the weight $E^{3/2}e^{-E/kT}$ for a nondegenerate parabolic band. The factor is 1.18 for acoustic phonons, $\tau_r\propto E^{-1/2}$, and 1.93 for ionized impurities, $\tau_r\propto E^{3/2}$.

At such a low mobility even this picture is doubtful. With the free-electron mass, the relaxation time in atomic units equals $\mu$, so the level broadening is $1/\mu=1/11.75$ hartree, or 2.3 eV. The thermal energy is 0.026 eV. If the low mobility belongs to the interior of the grains, the carriers do not move as well-defined band states between collisions, and the Hall density need not be the carrier density. If grain boundaries set the mobility, this estimate does not apply inside the grains. In either case the alternating field can give a cleaner Hall voltage than a single slow field reversal; what that voltage says about the carriers is a separate question.
